# The fundamental gap of a metal sphere in exact and semilocal theory: a program that tests the result

```python
# Result under test: a metal sphere of radius R has I - A close to 1/R (hartree
# atomic units). With a partly filled frontier level, a semilocal functional holds
# this as curvature of E(N); the lowest ensemble of integer states holds it as a
# jump of slope at the integer.
# I, A: ionization energy, electron affinity; N0: electrons of the neutral sphere;
# x: added electrons; rs: density radius of the jellium, R = rs * N0**(1/3).
# Model: spherical jellium, spin-unpolarized LDA, spherically averaged occupations.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import linprog
from pyscf.dft import libxc

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
STEP = 0.15  # radial grid spacing in bohr


class Sphere:
    def __init__(self, n0, rs):
        self.n0, self.radius = n0, rs * n0 ** (1 / 3)
        R = self.radius
        self.r = r = STEP * np.arange(1, int((R + 15) / STEP))
        self.coulomb = 1 / np.maximum.outer(r, r)
        self.vext = np.where(r < R, -n0 * (3 * R**2 - r**2) / (2 * R**3), -n0 / r)
        guess = r**2 / (1 + np.exp(r - R))
        guess *= n0 / (guess.sum() * STEP)
        self.v = self.potential(guess)[0]

    def potential(self, q):
        """q is the electron number per unit radius."""
        rho = q / (4 * np.pi * self.r**2)
        exc, vxc = libxc.eval_xc("lda,vwn", rho, spin=0, deriv=1)[:2]
        hartree = self.coulomb @ q * STEP
        return self.vext + hartree + vxc[0], hartree, exc

    def solve(self, occ):
        """occ maps l to occupations of its radial levels; returns E, levels, q."""
        r, v = self.r, self.v.copy()
        old_v, old_res = [], []
        off = np.full(len(r) - 1, -0.5 / STEP**2)
        for _ in range(250):
            q, band, levels = np.zeros(len(r)), 0.0, {}
            for l, fill in occ.items():
                diag = 1 / STEP**2 + l * (l + 1) / (2 * r**2) + v
                e, u = eigh_tridiagonal(diag, off, select="i",
                                        select_range=(0, len(fill) - 1))
                q += (u**2 / STEP) @ np.array(fill, float)
                band += np.dot(e, fill)
                levels.update({(l, k): e[k] for k in range(len(fill))})
            v_out, hartree, exc = self.potential(q)
            res = v_out - v
            if np.max(np.abs(res)) < 1e-7:
                break
            old_v.append(v)
            old_res.append(res)
            old_v, old_res = old_v[-9:], old_res[-9:]
            new = v + 0.2 * res
            if len(old_v) > 1:  # Anderson mixing
                dv, dres = np.diff(old_v, axis=0).T, np.diff(old_res, axis=0).T
                c = np.linalg.lstsq(dres, res, rcond=None)[0]
                new = new - (dv + 0.2 * dres) @ c
            v = new
        else:
            raise RuntimeError("self-consistency not reached")
        self.v = v
        energy = band + STEP * np.sum(q * (self.vext - v + hartree / 2 + exc))
        return energy + 0.6 * self.n0**2 / self.radius, levels, q


def with_added(occ, shell, x):
    new = {l: list(f) for l, f in occ.items()}
    new[shell[0]][shell[1]] += x
    return new


def check_frontier(occ, levels, shell):
    """The open shell must lie above all full levels and below all empty ones."""
    for key, e in levels.items():
        if key != shell:
            full = occ[key[0]][key[1]] > 0
            assert (e < levels[shell]) if full else (e > levels[shell])


# Classical charging energy from the field outside the sphere
def field_energy(charge, R):
    return quad(lambda r: 0.5 * charge**2 / r**2, R, np.inf)[0]


assert abs(field_energy(1, 8.0) + field_energy(-1, 8.0) - 1 / 8.0) < 1e-8

# Mean orbital spacing 4 eF/(3N), tested by counting plane waves in a periodic box
m = np.arange(-23, 24)
squares = (m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2).ravel()
fermi_sq, half = 400.5, 60
in_window = np.sum(np.abs(squares - fermi_sq) < half)
electrons = 2 * np.sum(squares < fermi_sq)
counted_spacing = 2 * half / in_window
assert abs(counted_spacing / (4 * fermi_sq / (3 * electrons)) - 1) < 0.03

# Main sphere: half-filled 1g shell
occ49 = {0: [2, 2, 0], 1: [6, 6], 2: [10, 0], 3: [14], 4: [9], 5: [0]}
shell49 = (4, 0)
main = Sphere(49, 4.0)
R = main.radius
E, eps, charge = {}, {}, {}
for x in (-2, -1, -0.5, 0, 0.25, 0.5, 1, 2):
    occ = with_added(occ49, shell49, x)
    E[x], lev, charge[x] = main.solve(occ)
    eps[x] = lev[shell49]
    check_frontier(occ, lev, shell49)
I, A = E[-1] - E[0], E[0] - E[1]
gap = I - A
curvature = eps[0.5] - eps[-0.5]
assert abs(gap * R - 1) < 3 / R              # surface layer of a few bohr
assert abs(curvature / gap - 1) < 0.03       # higher derivatives of E(N)
janak_A = -(eps[0] + 4 * eps[0.5] + eps[1]) / 6
assert abs(janak_A - A) < 2e-5               # slope of E(N) is the eigenvalue
assert abs(-eps[0] - (I + A) / 2) < 0.03 * gap
koopmans_error = I + eps[0]
assert abs(koopmans_error / (gap / 2) - 1) < 0.06

# Where the added charge sits, and its own Hartree energy
added = charge[0.5] - charge[-0.5]
inside_half = STEP * added[main.r < R / 2].sum()
self_repulsion = STEP**2 * added @ main.coulomb @ added
assert abs(inside_half) < 0.2
assert abs(self_repulsion * R - 1) < 3 / R

# Lowest ensemble with a given mean number, from the integer energies
numbers = np.array([-2, -1, 0, 1, 2])
relative = np.array([E[k] - E[0] for k in numbers])


def ensemble(x):
    sol = linprog(relative, A_eq=np.array([np.ones(5), numbers]), b_eq=[1, x],
                  bounds=(0, 1))
    assert sol.success
    return sol.fun


slope_right = (ensemble(0.5) - ensemble(0.25)) / 0.25
slope_left = (ensemble(-0.25) - ensemble(-0.5)) / 0.25
jump = slope_right - slope_left
assert abs(jump - gap) < 1e-5
assert abs(ensemble(0.75) - 2 * ensemble(0.5) + ensemble(0.25)) < 1e-6
sag = {x: ensemble(x) - (E[x] - E[0]) for x in (0.25, 0.5)}
for x, s in sag.items():
    assert abs(s / (gap * x * (1 - x) / 2) - 1) < 0.05

# Other spheres: different electron numbers and densities
occ5 = {0: [2, 0], 1: [3], 2: [0]}
rows = [(49, 4.0, R, gap)]
for n0, rs, occ0, shell in ((5, 4.0, occ5, (1, 0)), (49, 2.0, occ49, shell49),
                            (49, 3.0, occ49, shell49), (49, 5.0, occ49, shell49)):
    s = Sphere(n0, rs)
    en = []
    for x in (-1, 0, 1):
        occ = with_added(occ0, shell, x)
        e, lev, _ = s.solve(occ)
        check_frontier(occ, lev, shell)
        en.append(e)
    rows.append((n0, rs, s.radius, en[0] + en[2] - 2 * en[1]))
rows.sort(key=lambda row: row[2])
for _, _, rad, g in rows:
    assert abs(g * rad - 1) < 3 / rad
power = np.polyfit(np.log([w[2] for w in rows]), np.log([w[3] for w in rows]), 1)[0]
assert -1.2 < power < -0.75

# Closed shell: the shell gap comes on top of the charging energy
occ58 = with_added(occ49, shell49, 9)
closed = Sphere(58, 4.0)
e58, lev58, _ = closed.solve(occ58)
empty = [k for k in lev58 if occ58[k[0]][k[1]] == 0]
lumo = min(empty, key=lambda k: lev58[k])
homo = max((k for k in lev58 if k not in empty), key=lambda k: lev58[k])
e57, lev57, _ = closed.solve(with_added(occ58, homo, -1))
e59, lev59, _ = closed.solve(with_added(occ58, lumo, 1))
gap58 = e57 + e59 - 2 * e58
ks58 = lev58[lumo] - lev58[homo]
curv58 = (lev58[homo] - lev57[homo] + lev59[lumo] - lev58[lumo]) / 2
assert ks58 > 0
assert abs(gap58 - ks58 - curv58) < 1e-3
assert abs((gap58 - ks58) * closed.radius - 1) < 3 / closed.radius

fermi = 0.5 * (9 * np.pi / 4) ** (2 / 3) / 4.0**2
print(f"1/R for R = 1 nm: {HARTREE_EV * BOHR_NM:.4f} eV")
print("Main sphere: N0 = 49, rs = 4 bohr, half-filled 1g shell")
print(f"R = {R:.3f} bohr = {R * BOHR_NM:.4f} nm")
print(f"1/R = {1 / R:.5f} hartree = {HARTREE_EV / R:.3f} eV")
print(f"I = {I:.5f} hartree")
print(f"A = {A:.5f} hartree")
print(f"I - A = {gap:.5f} hartree = {gap * HARTREE_EV:.3f} eV")
print(f"R (I - A) = {gap * R:.3f} (no unit)")
print(f"(I + A)/2 = {(I + A) / 2:.5f} hartree")
print(f"minus frontier eigenvalue at N0 = {-eps[0]:.5f} hartree")
print(f"I plus frontier eigenvalue = {koopmans_error:.5f} hartree")
print(f"1/(2R) = {1 / (2 * R):.5f} hartree")
print(f"eigenvalue at x = -0.5: {eps[-0.5]:.5f} hartree")
print(f"eigenvalue at x = +0.5: {eps[0.5]:.5f} hartree")
print(f"LDA curvature = {curvature:.5f} hartree")
print(f"slope jump of lowest ensemble = {jump:.5f} hartree")
print(f"sag of LDA below the line at x = 0.25: {sag[0.25]:.5f} hartree")
print(f"sag of LDA below the line at x = 0.5: {sag[0.5]:.5f} hartree")
print(f"1/(8R) = {1 / (8 * R):.5f} hartree")
print(f"added charge inside R/2 = {inside_half:.3f} electron")
print(f"Hartree curvature of added charge = {self_repulsion:.5f} hartree")
print(f"free-electron Fermi energy = {fermi:.5f} hartree")
print(f"mean orbital spacing 4 eF/(3N) = {4 * fermi / (3 * 49):.5f} hartree")
print("Open-shell spheres:")
for n0, rs, rad, g in rows:
    print(f"N0={n0}, rs={rs:.0f} bohr, R={rad:.2f} bohr, I-A={g:.5f} hartree, "
          f"R(I-A)={g * rad:.3f}, 1/(I-A)-R={1 / g - rad:.2f} bohr")
print(f"fitted power of R in I - A = {power:.3f} (no unit)")
print("Closed-shell sphere: N0 = 58, rs = 4 bohr")
print(f"R = {closed.radius:.3f} bohr")
print(f"1/R = {1 / closed.radius:.5f} hartree")
print(f"I - A = {gap58:.5f} hartree")
print(f"LDA Kohn-Sham gap = {ks58:.5f} hartree")
print(f"mean curvature = {curv58:.5f} hartree")
print(f"I - A minus Kohn-Sham gap = {gap58 - ks58:.5f} hartree")
print("no test failed")
```

Printed output:

```
1/R for R = 1 nm: 1.4400 eV
Main sphere: N0 = 49, rs = 4 bohr, half-filled 1g shell
R = 14.637 bohr = 0.7746 nm
1/R = 0.06832 hartree = 1.859 eV
I = 0.13473 hartree
A = 0.07198 hartree
I - A = 0.06275 hartree = 1.708 eV
R (I - A) = 0.918 (no unit)
(I + A)/2 = 0.10336 hartree
minus frontier eigenvalue at N0 = 0.10316 hartree
I plus frontier eigenvalue = 0.03157 hartree
1/(2R) = 0.03416 hartree
eigenvalue at x = -0.5: -0.13469 hartree
eigenvalue at x = +0.5: -0.07193 hartree
LDA curvature = 0.06276 hartree
slope jump of lowest ensemble = 0.06275 hartree
sag of LDA below the line at x = 0.25: 0.00584 hartree
sag of LDA below the line at x = 0.5: 0.00777 hartree
1/(8R) = 0.00854 hartree
added charge inside R/2 = -0.028 electron
Hartree curvature of added charge = 0.06132 hartree
free-electron Fermi energy = 0.11510 hartree
mean orbital spacing 4 eF/(3N) = 0.00313 hartree
Open-shell spheres:
N0=5, rs=4 bohr, R=6.84 bohr, I-A=0.11647 hartree, R(I-A)=0.797, 1/(I-A)-R=1.75 bohr
N0=49, rs=2 bohr, R=7.32 bohr, I-A=0.11468 hartree, R(I-A)=0.839, 1/(I-A)-R=1.40 bohr
N0=49, rs=3 bohr, R=10.98 bohr, I-A=0.08120 hartree, R(I-A)=0.891, 1/(I-A)-R=1.34 bohr
N0=49, rs=4 bohr, R=14.64 bohr, I-A=0.06275 hartree, R(I-A)=0.918, 1/(I-A)-R=1.30 bohr
N0=49, rs=5 bohr, R=18.30 bohr, I-A=0.05114 hartree, R(I-A)=0.936, 1/(I-A)-R=1.26 bohr
fitted power of R in I - A = -0.850 (no unit)
Closed-shell sphere: N0 = 58, rs = 4 bohr
R = 15.484 bohr
1/R = 0.06458 hartree
I - A = 0.07842 hartree
LDA Kohn-Sham gap = 0.01900 hartree
mean curvature = 0.05938 hartree
I - A minus Kohn-Sham gap = 0.05942 hartree
no test failed
```
